# GGA kernel matrix elements from first and second derivatives: test program

```python
"""
Result under test: for E_xc[n] = integral f(n, sigma), sigma = |grad n|^2,
the adiabatic kernel element between transition densities rho1 and rho2 is
  K = integral [ f_nn rho1 rho2 + f_ns (rho1 s2 + rho2 s1)
                 + f_ss s1 s2 + 2 f_s grad rho1 . grad rho2 ],
with s_k = 2 grad n . grad rho_k. Subscripts n and s on f denote partial
derivatives with respect to n and sigma. Atomic units are used throughout.
The reference values are finite differences of energies and potentials.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from pyscf import gto, dft, symm

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def kernel_parts(weights, derivatives, grad_n, rho1, grad1, rho2, grad2):
    """Four contributions: f_nn, f_ns, f_ss and f_s."""
    _, _, f_s, f_nn, f_ns, f_ss = derivatives
    s1 = 2 * np.sum(grad_n * grad1, axis=0)
    s2 = 2 * np.sum(grad_n * grad2, axis=0)
    return np.array([
        np.sum(weights * f_nn * rho1 * rho2),
        np.sum(weights * f_ns * (rho1 * s2 + rho2 * s1)),
        np.sum(weights * f_ss * s1 * s2),
        np.sum(weights * 2 * f_s * np.sum(grad1 * grad2, axis=0))])


def mixed_difference(energy, h):
    return (energy(h, h) - energy(h, -h) - energy(-h, h)
            + energy(-h, -h)) / (4 * h * h)


def extrapolate(difference, h):
    """Remove the h^2 error of a central difference."""
    return (4 * difference(h / 2) - difference(h)) / 3


# ---- PBE exchange, differentiated symbolically ----
n_sym, sigma_sym = sp.symbols("n sigma", positive=True)
kappa = 0.804
mu = 0.06672455060314922 * np.pi**2 / 3
c_x = 0.75 * (3 / np.pi)**(1 / 3)
s_squared = sigma_sym / (4 * (3 * np.pi**2)**(2 / 3)
                         * n_sym**sp.Rational(8, 3))
f_sym = -c_x * n_sym**sp.Rational(4, 3) * (
    1 + kappa - kappa / (1 + mu * s_squared / kappa))
expressions = [f_sym, sp.diff(f_sym, n_sym), sp.diff(f_sym, sigma_sym),
               sp.diff(f_sym, n_sym, 2), sp.diff(f_sym, n_sym, sigma_sym),
               sp.diff(f_sym, sigma_sym, 2)]
exchange = [sp.lambdify((n_sym, sigma_sym), e, "numpy") for e in expressions]


def library_derivatives(code, density):
    """density holds n and the three components of grad n."""
    exc, vxc, fxc = dft.libxc.eval_xc(code, density, spin=0, deriv=2)[:3]
    return [density[0] * np.ravel(exc), np.ravel(vxc[0]), np.ravel(vxc[1]),
            np.ravel(fxc[0]), np.ravel(fxc[1]), np.ravel(fxc[2])]


rng = np.random.default_rng(4)
sample_n = rng.uniform(0.05, 1.0, 40)
sample_s = rng.uniform(0.1, 2.0, 40)
sample_sigma = (2 * (3 * np.pi**2)**(1 / 3) * sample_n**(4 / 3) * sample_s)**2
sample = np.zeros((4, 40))
sample[0], sample[1] = sample_n, np.sqrt(sample_sigma)
for symbolic, library in zip(exchange, library_derivatives("PBE,", sample)):
    reference = symbolic(sample_n, sample_sigma)
    assert np.allclose(reference, library, rtol=1e-6,
                       atol=1e-8 * np.max(np.abs(reference)))

# ---- Periodic model: response of the potential and kernel element ----
length, points, n_mean = 3.0, 24, 0.1
g = 2 * np.pi / length
axis = np.arange(points) * length / points
x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
voxel = (length / points)**3
k_axis = 2 * np.pi * np.fft.fftfreq(points, length / points)
k_axis[points // 2] = 0.0  # the Nyquist mode has no real first derivative
k_vectors = np.array(np.meshgrid(k_axis, k_axis, k_axis, indexing="ij"))


def gradient(field):
    transform = np.fft.fftn(field)
    return np.array([np.fft.ifftn(1j * k * transform).real
                     for k in k_vectors])


def divergence(vector):
    return sum(np.fft.ifftn(1j * k * np.fft.fftn(v)).real
               for k, v in zip(k_vectors, vector))


def model_energy(density):
    sigma = np.sum(gradient(density)**2, axis=0)
    return voxel * np.sum(exchange[0](density, sigma))


def model_potential(density):
    grad = gradient(density)
    sigma = np.sum(grad**2, axis=0)
    return (exchange[1](density, sigma)
            - 2 * divergence(exchange[2](density, sigma) * grad))


n_model = n_mean * (1 + 0.3 * np.cos(g * x)
                    + 0.2 * np.cos(g * y) * np.sin(g * z))
r1 = np.cos(g * x + 0.3) + 0.5 * np.sin(g * (y + z))
r2 = np.cos(g * x) + 0.6 * np.sin(g * y) * np.cos(g * z)
gn, g1, g2 = gradient(n_model), gradient(r1), gradient(r2)
model_derivatives = [e(n_model, np.sum(gn**2, axis=0)) for e in exchange]
model_parts = kernel_parts(voxel, model_derivatives, gn, r1, g1, r2, g2)
model_k = model_parts.sum()
model_fd = extrapolate(lambda h: mixed_difference(
    lambda a, b: model_energy(n_model + a * r1 + b * r2), h), 4e-4)
assert abs(model_k - model_fd) < 1e-6 * abs(model_k)

_, _, fs, fnn, fns, fss = model_derivatives
s2_model = 2 * np.sum(gn * g2, axis=0)
scalar_response = fnn * r2 + fns * s2_model
vector_response = 2 * (fns * r2 + fss * s2_model) * gn + 2 * fs * g2
potential_response = scalar_response - divergence(vector_response)
potential_fd = extrapolate(lambda h: (
    model_potential(n_model + h * r2)
    - model_potential(n_model - h * r2)) / (2 * h), 2e-4)
response_error = (np.max(np.abs(potential_response - potential_fd))
                  / np.max(np.abs(potential_fd)))
assert response_error < 1e-6
k_from_potential = voxel * np.sum(r1 * potential_fd)
assert abs(k_from_potential - model_k) < 1e-6 * abs(model_k)
k_regrouped = voxel * np.sum(r1 * scalar_response
                             + np.sum(g1 * vector_response, axis=0))
assert abs(k_regrouped - k_from_potential) < 1e-6 * abs(model_k)

# ---- Uniform density perturbed by one plane wave ----
wave = np.cos(g * x)
uniform = np.full_like(x, n_mean)
k_fermi = (3 * np.pi**2 * n_mean)**(1 / 3)
local_limit = -np.pi / k_fermi**2
uniform_formula = local_limit * (1 + 9 * mu / 8 * (g / k_fermi)**2)
uniform_fd = extrapolate(lambda h: (
    model_energy(uniform + h * wave) - 2 * model_energy(uniform)
    + model_energy(uniform - h * wave)) / h**2, 4e-4)
uniform_fd /= voxel * np.sum(wave**2)
assert abs(uniform_fd - uniform_formula) < 1e-5 * abs(uniform_formula)

# ---- Iodine molecule ----
separation = 5.0
mol = gto.M(atom=[["I", (0, 0, -separation / 2)],
                  ["I", (0, 0, separation / 2)]],
            unit="Bohr", basis="def2-svp", ecp="def2-svp",
            symmetry=True, verbose=0)
mf = dft.RKS(mol)
mf.xc = "PBE,PBE"
mf.grids.level = 3
mf.small_rho_cutoff = 0
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
orbitals = np.array(mf.mo_coeff)
levels = np.array(mf.mo_energy)
occupied = np.where(np.array(mf.mo_occ) > 0)[0]
virtual = np.where(np.array(mf.mo_occ) == 0)[0]
lumo = virtual[np.argmin(levels[virtual])]
labels = symm.label_orb_symm(mol, mol.irrep_name, mol.symm_orb, orbitals)
z_matrix = mol.intor("int1e_r")[2]
dipoles = orbitals[:, occupied].T @ z_matrix @ orbitals[:, lumo]
strongest = occupied[np.argsort(-np.abs(dipoles))[:2]]
chosen = sorted(strongest, key=lambda i: -levels[i])
for i in chosen:
    if orbitals[:, i] @ z_matrix @ orbitals[:, lumo] < 0:
        orbitals[:, i] *= -1
overlap = mol.intor("int1e_ovlp")
shell_letters = np.array([label[2][-1] for label in mol.ao_labels(fmt=None)])


def shell_weight(orbital, letter):
    population = orbitals[:, orbital] * (overlap @ orbitals[:, orbital])
    return population[shell_letters == letter].sum()


def grid_densities(grids):
    """Ground-state and two transition densities, each with its gradient."""
    ao = dft.numint.eval_ao(mol, grids.coords, deriv=1)
    phi = np.array([component @ orbitals[:, occupied] for component in ao])
    ground = np.array([2 * np.sum(phi[0]**2, axis=1)]
                      + [4 * np.sum(phi[0] * phi[c], axis=1)
                         for c in (1, 2, 3)])
    upper = np.array([component @ orbitals[:, lumo] for component in ao])
    transitions = []
    for i in chosen:
        lower = np.array([component @ orbitals[:, i] for component in ao])
        transitions.append(np.array(
            [lower[0] * upper[0]]
            + [lower[0] * upper[c] + lower[c] * upper[0]
               for c in (1, 2, 3)]))
    keep = ground[0] > 1e-10
    return (grids.weights[keep], np.ascontiguousarray(ground[:, keep]),
            [np.ascontiguousarray(t[:, keep]) for t in transitions])


pairs = [(0, 0), (0, 1), (1, 1)]


def molecular_parts(weights, ground, transitions):
    d = library_derivatives("PBE,PBE", ground)
    return {(p, q): kernel_parts(weights, d, ground[1:],
                                 transitions[p][0], transitions[p][1:],
                                 transitions[q][0], transitions[q][1:])
            for p, q in pairs}


weights, ground, transitions = grid_densities(mf.grids)
parts = molecular_parts(weights, ground, transitions)
k_values = {pair: parts[pair].sum() for pair in pairs}
electrons = np.sum(weights * ground[0])
assert abs(electrons - mol.nelectron) < 1e-2


def xc_energy(density):
    exc = dft.libxc.eval_xc("PBE,PBE", density, spin=0, deriv=0)[0]
    return np.sum(weights * density[0] * np.ravel(exc))


def spin_energy(up, down):
    exc = dft.libxc.eval_xc("PBE,PBE", np.array([up, down]),
                            spin=1, deriv=0)[0]
    return np.sum(weights * (up[0] + down[0]) * np.ravel(exc))


fd_values, spin_values = {}, {}
for p, q in pairs:
    t1, t2 = transitions[p], transitions[q]

    def pair_energy(a, b):
        return xc_energy(ground + a * t1 + b * t2)

    def pair_spin_energy(a, b):
        return spin_energy(ground / 2 + a * t1 + b * t2,
                           ground / 2 + b * t2)

    fd_values[p, q] = extrapolate(
        lambda h: mixed_difference(pair_energy, h), 0.02)
    spin_values[p, q] = extrapolate(
        lambda h: mixed_difference(pair_spin_energy, h), 0.01)
    assert abs(fd_values[p, q] - k_values[p, q]) < 1e-6
    assert abs(spin_values[p, q] - 2 * k_values[p, q]) < 1e-5


def first_energy(a, b):
    return xc_energy(ground + (a + b) * transitions[0])


step_errors = [abs(mixed_difference(first_energy, h) - k_values[0, 0])
               for h in (0.02, 0.01)]
assert 3 < step_errors[0] / step_errors[1] < 5
extrapolated_error = abs(fd_values[0, 0] - k_values[0, 0])
without_f_sigma = k_values[0, 0] - parts[0, 0][3]
assert abs(without_f_sigma - fd_values[0, 0]) > 10 * extrapolated_error

fine_grid = dft.gen_grid.Grids(mol)
fine_grid.level = 4
fine_grid.build()
fine_parts = molecular_parts(*grid_densities(fine_grid))
grid_change = max(abs(fine_parts[pair].sum() - k_values[pair])
                  for pair in pairs)
assert grid_change < 1e-4

# ---- Total-energy curvature under rotation of one occupied orbital ----
first = chosen[0]
gap = levels[lumo] - levels[first]
transition_matrix = np.outer(orbitals[:, first], orbitals[:, lumo])
transition_matrix = (transition_matrix + transition_matrix.T) / 2
hartree = np.sum(transition_matrix
                 * mf.get_j(mol, transition_matrix, hermi=1))


def rotated_energy(angle):
    rotated = orbitals.copy()
    rotated[:, first] = (np.cos(angle) * orbitals[:, first]
                         + np.sin(angle) * orbitals[:, lumo])
    occupied_part = rotated[:, occupied]
    return mf.energy_tot(dm=2 * occupied_part @ occupied_part.T)


energy_zero = rotated_energy(0.0)
curvature = extrapolate(lambda h: (
    rotated_energy(h) - 2 * energy_zero + rotated_energy(-h)) / h**2, 0.04)
stiffness = gap + 4 * (hartree + k_values[0, 0])
assert abs(curvature / 4 - stiffness) < 2e-5
omega_hartree = np.sqrt(gap * (gap + 4 * hartree))
omega_full = np.sqrt(gap * stiffness)

# ---- Report ----
print("PERIODIC MODEL, PBE exchange")
print(f"cell length = {length:.1f} bohr; mean n = {n_mean:.2f} bohr^-3")
print(f"mu = {mu:.6f}; kappa = {kappa:.3f} (dimensionless)")
for name, value in zip(("f_nn", "f_nsigma", "f_sigmasigma", "f_sigma"),
                       model_parts):
    print(f"model {name} part = {value:.6f} hartree bohr^6")
print(f"model K, formula = {model_k:.6f} hartree bohr^6")
print(f"model K, energy differences = {model_fd:.6f} hartree bohr^6")
print(f"model K, potential differences = {k_from_potential:.6f}"
      " hartree bohr^6")
print(f"largest relative potential-response error = {response_error:.1e}")
print(f"uniform case: q = {g:.4f}, k_F = {k_fermi:.4f} bohr^-1")
print(f"uniform kernel at q=0 = {local_limit:.6f} hartree bohr^3")
print(f"uniform kernel at q, formula = {uniform_formula:.6f} hartree bohr^3")
print(f"uniform kernel at q, differences = {uniform_fd:.6f} hartree bohr^3")
print("IODINE MOLECULE, PBE/def2-SVP with core potential")
print(f"separation = {separation:.1f} bohr; electrons = {mol.nelectron}")
print(f"integrated electrons = {electrons:.6f}")
print(f"LUMO: {labels[lumo]}, energy = {levels[lumo]:.6f} hartree")
for number, i in enumerate(chosen, 1):
    dipole = orbitals[:, i] @ z_matrix @ orbitals[:, lumo]
    print(f"occupied {number}: {labels[i]}, energy = {levels[i]:.6f} hartree")
    print(f"  s, p weights = {shell_weight(i, 's'):.3f},"
          f" {shell_weight(i, 'p'):.3f}; z dipole = {dipole:.4f} bohr")
print("parts in order: f_nn, f_nsigma, f_sigmasigma, f_sigma")
for p, q in pairs:
    tag = f"{p + 1}{q + 1}"
    print(f"K{tag} parts (hartree): "
          + ", ".join(f"{v:.6f}" for v in parts[p, q]))
    print(f"K{tag}: formula {k_values[p, q]:.8f},"
          f" differences {fd_values[p, q]:.8f} hartree")
    print(f"  spin sum from differences = {spin_values[p, q]:.8f} hartree")
print(f"K11 = {k_values[0, 0] * HARTREE_EV:.4f} eV")
print(f"K11 without f_sigma part = {without_f_sigma:.8f} hartree")
print(f"K11 difference error, h=0.02: {step_errors[0]:.2e} hartree")
print(f"K11 difference error, h=0.01: {step_errors[1]:.2e} hartree")
print(f"K11 extrapolated error = {extrapolated_error:.1e} hartree")
print(f"largest K change on finer grid = {grid_change:.1e} hartree")
print(f"orbital gap 1 = {gap:.6f} hartree")
print(f"Hartree element J11 = {hartree:.6f} hartree")
print(f"gap + 4(J11+K11) = {stiffness:.6f} hartree")
print(f"rotation curvature / 4 = {curvature / 4:.6f} hartree")
print(f"one-transition energy, Hartree only = {omega_hartree:.6f} hartree")
print(f"one-transition energy, with K11 = {omega_full:.6f} hartree"
      f" = {omega_full * HARTREE_EV:.3f} eV")
print("finished without a failed check")
```

Running it gives:

```
PERIODIC MODEL, PBE exchange
cell length = 3.0 bohr; mean n = 0.10 bohr^-3
mu = 0.219515; kappa = 0.804 (dimensionless)
model f_nn part = -25.247518 hartree bohr^6
model f_nsigma part = -2.248458 hartree bohr^6
model f_sigmasigma part = 0.646738 hartree bohr^6
model f_sigma part = -14.006509 hartree bohr^6
model K, formula = -40.855747 hartree bohr^6
model K, energy differences = -40.855747 hartree bohr^6
model K, potential differences = -40.855747 hartree bohr^6
largest relative potential-response error = 9.4e-11
uniform case: q = 2.0944, k_F = 1.4360 bohr^-1
uniform kernel at q=0 = -1.523594 hartree bohr^3
uniform kernel at q, formula = -2.324022 hartree bohr^3
uniform kernel at q, differences = -2.324022 hartree bohr^3
IODINE MOLECULE, PBE/def2-SVP with core potential
separation = 5.0 bohr; electrons = 50
integrated electrons = 49.999997
LUMO: A1u, energy = -0.159892 hartree
occupied 1: A1g, energy = -0.357135 hartree
  s, p weights = 0.054, 0.934; z dipole = 2.6743 bohr
occupied 2: A1g, energy = -0.700775 hartree
  s, p weights = 0.941, 0.048; z dipole = 0.3840 bohr
parts in order: f_nn, f_nsigma, f_sigmasigma, f_sigma
K11 parts (hartree): -0.014729, 0.001898, 0.000970, -0.002543
K11: formula -0.01440357, differences -0.01440357 hartree
  spin sum from differences = -0.02880715 hartree
K12 parts (hartree): -0.000330, -0.000165, 0.000737, -0.000366
K12: formula -0.00012442, differences -0.00012442 hartree
  spin sum from differences = -0.00024884 hartree
K22 parts (hartree): -0.009919, 0.002425, -0.000312, -0.001279
K22: formula -0.00908537, differences -0.00908537 hartree
  spin sum from differences = -0.01817073 hartree
K11 = -0.3919 eV
K11 without f_sigma part = -0.01186047 hartree
K11 difference error, h=0.02: 1.05e-07 hartree
K11 difference error, h=0.01: 2.62e-08 hartree
K11 extrapolated error = 4.2e-11 hartree
largest K change on finer grid = 2.0e-08 hartree
orbital gap 1 = 0.197242 hartree
Hartree element J11 = 0.090966 hartree
gap + 4(J11+K11) = 0.503492 hartree
rotation curvature / 4 = 0.503491 hartree
one-transition energy, Hartree only = 0.332677 hartree
one-transition energy, with K11 = 0.315135 hartree = 8.575 eV
finished without a failed check
```
